**Energy released by relaxing the volume of a linear elastic supercell**

The program tests $D=Vp^2/(2B)$, where $D$ is the energy released, $V$ the supercell volume, $p$ the residual pressure with atoms relaxed in the fixed cell, and $B$ the relaxed-atom bulk modulus of the same supercell. For a misfitting atom in a face-centred cubic spring crystal, it asserts that the formula agrees with a joint minimization over atoms and volume in cells of 32, 108 and 256 atoms. In the smallest cell the release is 50.5 meV, and the clamped-atom modulus underestimates it by 3.3%. Further assertions cover the extra release from deviatoric stress and the two bulk moduli of a hexagonal model at fixed and free shape. On a Birch–Murnaghan curve the program asserts the sign of the linear formula's error and the quadratic order of the error left after the leading correction. The output also shows the release falling nearly as the inverse volume, with an exponent of −1.0001 between the two largest cells.

## Numerical verification

```python
"""
Result under test: relaxing the volume of a linear elastic supercell lowers its
energy by D = V p^2 / (2 B).
V: volume; p = -dE/dV: residual pressure with atoms relaxed in the fixed cell;
B: bulk modulus of that same supercell with atoms relaxed at every volume.
Also tested: deviatoric stress, non-cubic stiffness, leading anharmonicity,
and the dependence on supercell size. Hartree atomic units throughout.
The crystal is fcc with linearized nearest-neighbour springs and one defect.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants, e as charge

hartree_J = physical_constants["Hartree energy"][0]
bohr_m = physical_constants["atomic unit of length"][0]
to_GPa = hartree_J / bohr_m**3 / 1e9
to_meV = hartree_J / charge * 1000

bond_length = 5.0
k_host = 0.03
k_defect = 0.09
misfit = 0.2
identity = np.eye(3)


class Supercell:
    """Bond stretch = A u + G strain - rest-length misfit."""

    def __init__(self, cells, k_def, delta, planar=False):
        n = 2 * cells
        sites = [(x, y, z) for x in range(n) for y in range(n)
                 for z in range(n) if (x + y + z) % 2 == 0]
        index = {site: i for i, site in enumerate(sites)}
        vectors = [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                   (1, 0, -1), (0, 1, 1), (0, 1, -1)]
        self.atoms = len(sites)
        self.volume = self.atoms * bond_length**3 / np.sqrt(2)
        count = 6 * self.atoms
        A = np.zeros((count, 3 * self.atoms))
        self.G = np.zeros((count, 9))
        self.k = np.full(count, k_host)
        self.delta = np.zeros(count)
        row = 0
        for site, i in index.items():
            for vec in vectors:
                j = index[tuple((s + v) % n for s, v in zip(site, vec))]
                unit = np.array(vec) / np.sqrt(2)
                A[row, 3*j:3*j+3] += unit
                A[row, 3*i:3*i+3] -= unit
                self.G[row] = bond_length * np.outer(unit, unit).ravel()
                if i == 0 or j == 0:
                    self.k[row] = k_def
                    if not planar or vec[2] == 0:
                        self.delta[row] = delta
                row += 1
        self.A = A[:, 3:]  # atom 0 is pinned to remove translations

    def solve(self, columns, target):
        weighted = columns * self.k[:, None]
        q = np.linalg.solve(columns.T @ weighted, weighted.T @ target)
        stretch = columns @ q - target
        return q, stretch, 0.5 * np.sum(self.k * stretch**2)

    def fixed_cell(self, strain):
        target = self.delta - self.G @ strain.ravel()
        _, stretch, energy = self.solve(self.A, target)
        stress = ((self.k * stretch) @ self.G).reshape(3, 3) / self.volume
        return energy, stress

    def free_cell(self, modes):
        extra = np.column_stack([self.G @ m.ravel() for m in modes])
        q, _, energy = self.solve(np.hstack([self.A, extra]), self.delta)
        return energy, q[-len(modes):]

    def pressure(self, theta):
        return -np.trace(self.fixed_cell(theta * identity / 3)[1]) / 3

    def bulk_modulus(self, h=0.01):
        return -(self.pressure(h) - self.pressure(-h)) / (2 * h)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


all_strains = []
for i in range(3):
    for j in range(i, 3):
        mode = np.zeros((3, 3))
        mode[i, j] = mode[j, i] = 1.0
        all_strains.append(mode)

# Perfect host: numerical modulus against the lattice sum done by hand.
B_host = Supercell(2, k_host, 0.0).bulk_modulus()
assert close(B_host, 2*np.sqrt(2)*k_host/(3*bond_length), 1e-9)

print(f"Bond length {bond_length:.1f} bohr; misfit {misfit:.2f} bohr")
print(f"Springs: host {k_host:.3f}, defect {k_defect:.3f} hartree/bohr^2")
print(f"Host bulk modulus: {B_host:.6e} hartree/bohr^3")

# One cubic defect: joint minimization against the formula, three sizes.
results = []
for cells in (2, 3, 4):
    cell = Supercell(cells, k_defect, misfit)
    V = cell.volume
    E_fixed, stress = cell.fixed_cell(np.zeros((3, 3)))
    p = -np.trace(stress) / 3
    B = cell.bulk_modulus()
    E_free, amplitude = cell.free_cell([identity / 3])
    theta = amplitude[0]
    drop = E_fixed - E_free
    formula = V * p**2 / (2 * B)
    assert close(drop, formula, 1e-7)
    assert close(theta, p / B, 1e-7)
    results.append((V, p, B, drop))
    print(f"{cell.atoms} atoms: V = {V:.3f} bohr^3")
    print(f"  p = {p:.6e}, B = {B:.6e} hartree/bohr^3")
    print(f"  E fixed = {E_fixed:.8f}, E free = {E_free:.8f} hartree")
    print(f"  Drop: direct {drop:.6e}, formula {formula:.6e} hartree")
    print(f"  pV = {p*V:.6f} hartree; drop*V = {drop*V:.5f} hartree bohr^3")
    if cells == 2:
        h = 0.001
        E_plus = cell.fixed_cell(h * identity / 3)[0]
        E_minus = cell.fixed_cell(-h * identity / 3)[0]
        assert close(-(E_plus - E_minus) / (2 * h * V), p, 1e-7)
        assert np.allclose(stress, -p * identity, atol=1e-9 * abs(p), rtol=0)
        E_all, _ = cell.free_cell(all_strains)
        assert close(E_fixed - E_all, drop, 1e-7)
        B_clamped = np.sum(cell.k * (cell.G @ identity.ravel() / 3)**2) / V
        clamped_drop = V * p**2 / (2 * B_clamped)
        host_drop = V * p**2 / (2 * B_host)
        assert B_clamped > B and clamped_drop < 0.99 * drop
        print(f"  Volume strain p/B = {100*theta:.4f} %")
        print(f"  Volume change = {V*theta:.4f} bohr^3")
        print(f"  p = {p*to_GPa:.4f} GPa, B = {B*to_GPa:.3f} GPa")
        print(f"  Drop = {drop*to_meV:.4f} meV")
        print(f"  Clamped-atom B = {B_clamped:.6e} hartree/bohr^3")
        print(f"  Drop error, clamped B: {100*(clamped_drop/drop-1):.3f} %")
        print(f"  Drop error, host B: {100*(host_drop/drop-1):.3f} %")

volumes, pressures, moduli, drops = map(np.array, zip(*results))
exponent = np.log(drops[2]/drops[1]) / np.log(volumes[2]/volumes[1])
assert abs(exponent + 1) < 0.1  # finite cells still carry higher orders
for sequence in (pressures * volumes, drops * volumes):
    assert abs(sequence[2]-sequence[1]) < abs(sequence[1]-sequence[0])
assert abs(moduli[2]-B_host) < abs(moduli[1]-B_host) < abs(moduli[0]-B_host)
print(f"Drop-volume exponent, two largest cells: {exponent:.4f}")

# Planar misfit: shape relaxation releases additional deviatoric energy.
cell = Supercell(2, k_defect, misfit, planar=True)
V = cell.volume
E_fixed, stress = cell.fixed_cell(np.zeros((3, 3)))
p = -np.trace(stress) / 3
s = stress[0, 0] + p
assert np.allclose(stress, -p*identity + np.diag([s, s, -2*s]),
                   atol=1e-9 * abs(p), rtol=0)
h = 0.01
tetragonal = np.diag([1.0, 1.0, -2.0])
sx_plus = cell.fixed_cell(h * tetragonal)[1][0, 0]
sx_minus = cell.fixed_cell(-h * tetragonal)[1][0, 0]
C_prime = (sx_plus - sx_minus) / (4 * h)
volume_drop = E_fixed - cell.free_cell([identity / 3])[0]
full_drop = E_fixed - cell.free_cell(all_strains)[0]
shape_drop = 3 * V * s**2 / (2 * C_prime)
assert close(volume_drop, V * p**2 / (2 * cell.bulk_modulus()), 1e-7)
assert close(full_drop, volume_drop + shape_drop, 1e-7)
assert full_drop > 1.01 * volume_drop
print("Planar misfit, 32 atoms:")
print(f"  p = {p:.6e}, s = {s:.6e} hartree/bohr^3")
print(f"  C' = {C_prime:.6e} hartree/bohr^3")
print(f"  Volume-only drop = {volume_drop:.6e} hartree")
print(f"  Shape term = {shape_drop:.6e} hartree")
print(f"  Full-cell drop = {full_drop:.6e} hartree")

# Hexagonal stiffness: minimize scaled strain energy at hydrostatic pressure.
C = np.array([[0.010, 0.003, 0.002],
              [0.003, 0.010, 0.002],
              [0.002, 0.002, 0.004]])
C_unit = 0.01
p_hex = 1e-4


def scaled_energy(x):
    return -np.sum(x) + 0.5 * x @ (C / C_unit) @ x


scale = p_hex**2 / C_unit
fixed_shape = -minimize_scalar(lambda x: scaled_energy(np.full(3, x))).fun
free_shape = -minimize(scaled_energy, np.zeros(3), method="BFGS").fun
fixed_shape *= scale
free_shape *= scale
B_V = np.sum(C) / 9
B_R = 1 / np.sum(np.linalg.inv(C))
assert close(fixed_shape, p_hex**2 / (2 * B_V), 1e-6)
assert close(free_shape, p_hex**2 / (2 * B_R), 1e-6)
assert B_R < B_V and free_shape > fixed_shape
print("Hexagonal model, stiffness in hartree/bohr^3:")
print(f"  C11 {C[0,0]:.3f}, C12 {C[0,1]:.3f}, "
      f"C13 {C[0,2]:.3f}, C33 {C[2,2]:.3f}")
print(f"  p = {p_hex:.1e} hartree/bohr^3")
print(f"  B_V = {B_V:.6e}, B_R = {B_R:.6e} hartree/bohr^3")
print(f"  Drop/V, fixed shape = {fixed_shape:.6e} hartree/bohr^3")
print(f"  Drop/V, free shape = {free_shape:.6e} hartree/bohr^3")

# Nonlinear energy curve: derivatives are taken at the unrelaxed volume.
mp.mp.dps = 40
V_eq = mp.mpf(1000)
B_eq = mp.mpf("0.006")
B_prime_eq = mp.mpf("4.5")


def curve(volume):
    y = (V_eq / volume)**(mp.mpf(2) / 3)
    return 9*V_eq*B_eq/16 * ((y-1)**3*B_prime_eq + (y-1)**2*(6-4*y))


print(f"Birch-Murnaghan: V = {float(V_eq):.0f} bohr^3 at p = 0")
print(f"  B = {float(B_eq):.4f} hartree/bohr^3, "
      f"B' = {float(B_prime_eq):.1f} at p = 0")
corrected_errors = {}
for percent in (-2, -1, 1, 2):
    V0 = V_eq * (1 + mp.mpf(percent) / 100)
    first, second, third = [mp.diff(curve, V0, n) for n in (1, 2, 3)]
    p0 = -first
    B0 = V0 * second
    B_prime = -(second + V0 * third) / second
    actual = curve(V0) - curve(V_eq)
    linear = V0 * p0**2 / (2 * B0)
    corrected = linear * (1 + (1 + B_prime) * p0 / (3 * B0))
    linear_error = linear / actual - 1
    corrected_error = corrected / actual - 1
    corrected_errors[percent] = abs(corrected_error)
    assert linear_error * p0 < 0
    assert abs(corrected_error) < abs(linear_error) / 3
    print(f"  Offset {percent:+d} %: p/B = {float(p0/B0):+.5f}, "
          f"B' = {float(B_prime):.4f}")
    print(f"    Error: linear {float(100*linear_error):+.4f} %, "
          f"corrected {float(100*corrected_error):+.4f} %")
for sign in (-1, 1):
    ratio = corrected_errors[2*sign] / corrected_errors[sign]
    assert 3 < ratio < 5  # quadratic remainder: about four on doubling

print("success")
```

Printed output:

```
Bond length 5.0 bohr; misfit 0.20 bohr
Springs: host 0.030, defect 0.090 hartree/bohr^2
Host bulk modulus: 5.656854e-03 hartree/bohr^3
32 atoms: V = 2828.427 bohr^3
  p = 8.984416e-05, B = 6.155988e-03 hartree/bohr^3
  E fixed = 0.01207059, E free = 0.01021622 hartree
  Drop: direct 1.854372e-03, formula 1.854372e-03 hartree
  pV = 0.254118 hartree; drop*V = 5.24496 hartree bohr^3
  Volume strain p/B = 1.4595 %
  Volume change = 41.2797 bohr^3
  p = 2.6433 GPa, B = 181.115 GPa
  Drop = 50.4600 meV
  Clamped-atom B = 6.363961e-03 hartree/bohr^3
  Drop error, clamped B: -3.268 %
  Drop error, host B: 8.824 %
108 atoms: V = 9545.942 bohr^3
  p = 2.575826e-05, B = 5.799956e-03 hartree/bohr^3
  E fixed = 0.01132982, E free = 0.01078381 hartree
  Drop: direct 5.460059e-04, formula 5.460059e-04 hartree
  pV = 0.245887 hartree; drop*V = 5.21214 hartree bohr^3
256 atoms: V = 22627.417 bohr^3
  p = 1.078801e-05, B = 5.716788e-03 hartree/bohr^3
  E fixed = 0.01116944, E free = 0.01093912 hartree
  Drop: direct 2.303222e-04, formula 2.303222e-04 hartree
  pV = 0.244105 hartree; drop*V = 5.21160 hartree bohr^3
Drop-volume exponent, two largest cells: -1.0001
Planar misfit, 32 atoms:
  p = 2.994805e-05, s = -1.272792e-05 hartree/bohr^3
  C' = 2.280419e-03 hartree/bohr^3
  Volume-only drop = 2.060413e-04 hartree
  Shape term = 3.013953e-04 hartree
  Full-cell drop = 5.074367e-04 hartree
Hexagonal model, stiffness in hartree/bohr^3:
  C11 0.010, C12 0.003, C13 0.002, C33 0.004
  p = 1.0e-04 hartree/bohr^3
  B_V = 4.222222e-03, B_R = 3.384615e-03 hartree/bohr^3
  Drop/V, fixed shape = 1.184211e-06 hartree/bohr^3
  Drop/V, free shape = 1.477273e-06 hartree/bohr^3
Birch-Murnaghan: V = 1000 bohr^3 at p = 0
  B = 0.0060 hartree/bohr^3, B' = 4.5 at p = 0
  Offset -2 %: p/B = +0.01932, B' = 4.4104
    Error: linear -3.5450 %, corrected -0.1837 %
  Offset -1 %: p/B = +0.00983, B' = 4.4544
    Error: linear -1.8024 %, corrected -0.0478 %
  Offset +1 %: p/B = -0.01018, B' = 4.5472
    Error: linear +1.8653 %, corrected -0.0518 %
  Offset +2 %: p/B = -0.02072, B' = 4.5962
    Error: linear +3.7970 %, corrected -0.2158 %
success
```
